# Predictor-corrector and linear mixing for a modulation-doped quantum well: a numerical check

```python
# Schrodinger-Poisson for a gated, modulation-doped quantum well.
# Result under test: the Trellakis predictor-corrector map has the linearisation
#   (L + D) d_new = (D - chi) d_old, with all factors below 1 in size, while
# linear mixing with weight alpha needs alpha < 2/(1 + mu_max), mu = eig(L^-1 chi).
# Symbols: phi potential (V), E levels (eV, Fermi level = 0), L Poisson matrix,
# chi true density response dn/dphi, D diagonal response of the predictor,
# g0 two-dimensional density of states (1/(eV nm^2)). Lengths in nm.
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import expit

KB = sc.k / sc.e
HB2 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # hbar^2/2m0, eV nm^2
Q = sc.e / sc.epsilon_0 * 1e9                      # e/eps0, V nm
M_WELL, M_BAR = 0.067, 0.092
EPS_WELL, EPS_BAR = 12.9, 12.0
STEP, SCHOTTKY, GAP = 0.23, 0.90, 1.52             # eV, rough typical values
DOPE_A, DOPE_B, WELL_A, WELL_B, TOTAL = 30.0, 40.0, 48.0, 78.0, 100.0
DONORS = 2.2e-3                                    # nm^-3
G0 = M_WELL / (2 * np.pi * HB2)
TOL = 1e-5                                         # V, target accuracy
CAP = 500


def build(h):
    n = int(round(TOTAL / h))
    z = (np.arange(n) + 0.5) * h
    well = (z > WELL_A) & (z < WELL_B)
    mass = np.where(well, M_WELL, M_BAR)
    eps = np.where(well, EPS_WELL, EPS_BAR)
    hop = HB2 / h**2 * 2 / (mass[1:] + mass[:-1])
    kin = np.zeros(n)
    kin[1:] += hop
    kin[:-1] += hop
    kin[0] += 2 * HB2 / (mass[0] * h**2)
    kin[-1] += 2 * HB2 / (mass[-1] * h**2)
    link = 2 * eps[1:] * eps[:-1] / (eps[1:] + eps[:-1]) / (h**2 * Q)
    gate_link = 2 * eps[0] / (h**2 * Q)
    diag = np.zeros(n)
    diag[1:] += link
    diag[:-1] += link
    diag[0] += gate_link
    band = np.zeros((3, n))
    band[0, 1:] = -link
    band[1] = diag
    band[2, :-1] = -link
    L = np.diag(diag) - np.diag(link, 1) - np.diag(link, -1)
    return SimpleNamespace(h=h, n=n, z=z, well=well, eps=eps, hop=hop, kin=kin,
                           step=np.where(well, 0.0, STEP), band=band, L=L,
                           gate_link=gate_link,
                           donors=np.where((z > DOPE_A) & (z < DOPE_B), DONORS, 0.0))


def sheet(x, T):
    return G0 * KB * T * np.logaddexp(0.0, x / (KB * T))


def levels(dev, phi, T=None):
    d = dev.kin + dev.step - phi
    if T is None:
        return eigh_tridiagonal(d, -dev.hop)
    count = 16 if T < 50 else (24 if T < 100 else 40)
    return eigh_tridiagonal(d, -dev.hop, select='i', select_range=(0, count - 1))


def density(dev, phi, T):
    E, v = levels(dev, phi, T)
    return (v**2 / dev.h) @ sheet(-E, T)


def source(dev, gate):
    b = dev.donors.copy()
    b[0] += dev.gate_link * (STEP - SCHOTTKY + gate)
    return b


def predicted_density(phi, phi_k, E, rho, T):
    x = (phi - phi_k)[:, None] - E[None, :]
    return (rho * sheet(x, T)).sum(1), (rho * G0 * expit(x / (KB * T))).sum(1)


def trellakis_step(dev, phi_k, gate, T):
    """One Schrodinger solve, then Newton on the nonlinear Poisson equation."""
    E, v = levels(dev, phi_k, T)
    rho = v**2 / dev.h
    b, phi, rise = source(dev, gate), phi_k.copy(), 0.0
    for it in range(200):
        n, D = predicted_density(phi, phi_k, E, rho, T)
        A = dev.band.copy()
        A[1] += D
        new = solve_banded((1, 1), A, b - n + D * phi)
        change = new - phi
        phi = new
        if it > 0:
            rise = max(rise, change.max())
        if np.abs(change).max() < 1e-11:
            return phi, it + 1, rise
    raise AssertionError("inner Newton iteration did not converge")


def flat_start(dev, gate):
    return np.full(dev.n, STEP - SCHOTTKY + gate)


def trellakis(dev, gate, T):
    phi, history, newton, rise = flat_start(dev, gate), [], [], 0.0
    for _ in range(80):
        new, its, up = trellakis_step(dev, phi, gate, T)
        change = np.abs(new - phi).max()
        phi = new
        history.append(phi)
        newton.append(its)
        rise = max(rise, up)
        if change < 1e-10:
            return phi, history, newton, rise
    raise AssertionError("outer iteration did not converge")


def mix_step(dev, phi, gate, T, alpha):
    target = solve_banded((1, 1), dev.band, source(dev, gate) - density(dev, phi, T))
    return phi + alpha * (target - phi)


def mixing_errors(dev, exact, gate, T, alpha):
    phi, errors = flat_start(dev, gate), []
    for _ in range(CAP):
        phi = mix_step(dev, phi, gate, T, alpha)
        errors.append(np.abs(phi - exact).max())
        if errors[-1] < TOL:
            break
    return errors


def response(dev, phi, T):
    """True response matrix chi from all grid states, and the diagonal D."""
    E, v = levels(dev, phi)
    N, g = sheet(-E, T), G0 * expit(-E / (KB * T))
    occupied = int(np.sum(N > 1e-13 * N.sum()))
    chi = np.zeros((dev.n, dev.n))
    for l in range(occupied):
        gap = E - E[l]
        gap[l] = 1.0
        w = (N[l] - N) / gap
        w[l] = g[l]
        w[occupied:] *= 2
        pair = v * v[:, l:l + 1]
        chi += (pair * w) @ pair.T
    return chi / dev.h, (v**2 / dev.h) @ g, E, v, g


dev = build(0.5)
h, z = dev.h, dev.z

# Level solver against the matching condition of a flat finite well
width = WELL_B - WELL_A


def matching(E):
    k, kap = np.sqrt(M_WELL * E / HB2), np.sqrt(M_BAR * (STEP - E) / HB2)
    return k / M_WELL * np.sin(k * width / 2) - kap / M_BAR * np.cos(k * width / 2)


E_match = brentq(matching, 1e-6, HB2 / M_WELL * (np.pi / width)**2)
E_grid = levels(dev, np.zeros(dev.n), 4.2)[0][0]
assert abs(E_grid / E_match - 1) < 5e-3

print(f"layers nm: dope {DOPE_A:.0f}-{DOPE_B:.0f}, well {WELL_A:.0f}-{WELL_B:.0f}, end {TOTAL:.0f}")
print(f"masses well, barrier (m0): {M_WELL}, {M_BAR}; eps: {EPS_WELL}, {EPS_BAR}")
print(f"band step {STEP} eV, gate barrier {SCHOTTKY} eV, grid step {h} nm")
print(f"donors {DONORS*1e21:.2e} cm^-3, sheet {DONORS*(DOPE_B-DOPE_A)*1e14:.2e} cm^-2")
print(f"g0 = {G0*1e14:.3e} cm^-2/eV; kT at 4.2 K = {KB*4.2e3:.4f} meV")
print(f"flat well E1: grid {E_grid*1e3:.4f} meV, matching {E_match*1e3:.4f} meV")

cases = [(4.2, V) for V in (-0.2, -0.1, 0.0, 0.1, 0.2)] + [(77.0, 0.0), (300.0, 0.0)]
results, worst_rise = {}, 0.0
for T, gate in cases:
    phi, history, newton, rise = trellakis(dev, gate, T)
    worst_rise = max(worst_rise, rise)
    chi, D, E, v, g = response(dev, phi, T)
    n = density(dev, phi, T)
    ns = n.sum() * h
    E_top = levels(dev, phi, T)[0][-1]
    assert sheet(-E_top, T) < 1e-6 * ns

    # Potential at the far end by double integration of the re-solved charge
    R = np.cumsum(h / dev.eps) - 0.5 * h / dev.eps
    end = STEP - SCHOTTKY + gate + Q * h * np.sum((dev.donors - n) * R)
    assert abs(end - phi[-1]) < 1e-7

    lam, lam_vec = eigh(np.diag(D) - chi, dev.L + np.diag(D))
    mu, mu_vec = eigh(chi, dev.L)
    nu = eigh(np.diag(D), dev.L, eigvals_only=True)[-1]
    top = np.argmax(np.abs(lam))
    radius, bound = abs(lam[top]), nu / (1 + nu)
    assert radius <= bound < 1
    rho1 = v[:, 0]**2
    mu1 = g[0] / h * rho1 @ np.linalg.solve(dev.L, rho1)
    assert mu1 <= mu[-1] * (1 + 1e-9)
    limit = 2 / (1 + mu[-1])

    pc_err = [np.abs(p - phi).max() for p in history]
    pc_count = next(i + 1 for i, e in enumerate(pc_err) if e < TOL)
    fixed = mixing_errors(dev, phi, gate, T, 0.06)
    safe = mixing_errors(dev, phi, gate, T, 0.8 * limit)
    if 0.06 > 1.02 * limit:
        assert fixed[-1] >= TOL
    assert pc_count < min(len(fixed), len(safe))
    results[T, gate] = SimpleNamespace(
        phi=phi, n=n, ns=ns, E=E, v=v, chi=chi, D=D, lam=lam[top],
        lam_vec=lam_vec[:, top], mu=mu[-1], mu_vec=mu_vec[:, -1], mu1=mu1,
        limit=limit, radius=radius, bound=bound, pc_err=pc_err, pc=pc_count,
        newton=newton, fixed=fixed, safe=safe)
assert worst_rise < 1e-10                          # Newton descends monotonically

print("T(K) Vg(V) | ns(1e11 cm^-2) EF-E1 EF-E2 (meV)")
for (T, gate), r in results.items():
    print(f"{T:5.1f} {gate:+.1f} | {r.ns*1e3:.3f} {-r.E[0]*1e3:.2f} {-r.E[1]*1e3:.2f}")
print("T(K) Vg(V) | mu_1 mu_max alpha_limit | outer factor, its bound")
for (T, gate), r in results.items():
    print(f"{T:5.1f} {gate:+.1f} | {r.mu1:.2f} {r.mu:.2f} {r.limit:.4f} | {r.lam:+.4f} {r.bound:.4f}")


def shown(errors):
    return str(len(errors)) if errors[-1] < TOL else f"none in {CAP}"


print("Schrodinger solves to 10 uV: Trellakis | alpha=0.06 | alpha=0.8 limit")
for (T, gate), r in results.items():
    print(f"{T:5.1f} {gate:+.1f} | {r.pc} | {shown(r.fixed)} | {shown(r.safe)}")

# Response matrix and both linearised maps against the actual solvers, at 4.2 K
T, delta = 4.2, 1e-6
for gate in (0.0, 0.2):
    r = results[T, gate]
    u = np.sin(2 * np.pi * z / 37.0) + 0.3 * np.cos(z / 5.0)
    fd = (density(dev, r.phi + delta * u, T) - density(dev, r.phi - delta * u, T)) / (2 * delta)
    err_chi = np.abs(fd - r.chi @ u).max() / np.abs(fd).max()
    assert err_chi < 3e-4
    u = r.lam_vec / np.abs(r.lam_vec).max()
    plus = trellakis_step(dev, r.phi + delta * u, gate, T)[0]
    minus = trellakis_step(dev, r.phi - delta * u, gate, T)[0]
    err_map = np.abs((plus - minus) / (2 * delta) - r.lam * u).max() / r.radius
    assert err_map < 2e-3
    print(f"Vg {gate:+.1f}: rel. error of chi {err_chi:.1e}, of outer map {err_map:.1e}")

# Growth or decay of a small error on either side of the mixing limit
r, gate = results[T, 0.0], 0.0
u = r.mu_vec / np.abs(r.mu_vec).max()
for part in (0.95, 1.05):
    a, b = r.phi + 2e-7 * u, r.phi - 2e-7 * u
    for _ in range(20):
        a = mix_step(dev, a, gate, T, part * r.limit)
        b = mix_step(dev, b, gate, T, part * r.limit)
    measured = u @ dev.L @ (a - b) / (4e-7 * (u @ dev.L @ u))
    expected = (1 - part * r.limit * (1 + r.mu))**20
    assert abs(measured / expected - 1) < 0.02
    print(f"mixing at {part} limit, 20 steps: error x {measured:.4f}, theory {expected:.4f}")

# Predictor under a uniform shift (exact) and under a tilt (not exact)
E, v = levels(dev, r.phi, T)
rho = v**2 / h
shift_errors = []
for u in (np.full(dev.n, 0.003), 0.003 * (z - 0.5 * (WELL_A + WELL_B)) / (0.5 * width)):
    true = density(dev, r.phi + u, T)
    guess = predicted_density(r.phi + u, r.phi, E, rho, T)[0]
    shift_errors.append(np.abs(guess - true).max() / np.abs(true - r.n).max())
assert shift_errors[0] < 1e-7 and shift_errors[1] > 1e-3
print(f"predictor error / density change: shift {shift_errors[0]:.1e}, tilt {shift_errors[1]:.3f}")

print("Trellakis error (V), Vg=0, 4.2 K, solves 1-4:", *[f"{e:.1e}" for e in r.pc_err[:4]])
print("same, solves 5-8:", *[f"{e:.1e}" for e in r.pc_err[4:8]])
print("inner Newton steps, solves 1-6:", *r.newton[:6])
marks = [k for k in (10, 50, 100, 200) if k <= len(r.safe)]
print("mixing 0.8 limit error (V):", *[f"{k}:{r.safe[k-1]:.1e}" for k in marks])

# Size of neglected effects at Vg = 0, 4.2 K
Ec = dev.step - r.phi
rho1, rho2 = r.v[:, 0]**2, r.v[:, 1]**2
coulomb = Q / (4 * np.pi)
vx = -coulomb / dev.eps * (3 * r.n / np.pi)**(1 / 3)
print(f"exchange shift of E1, E2: {rho1@vx*1e3:.2f}, {rho2@vx*1e3:.2f} meV")
nonpar = np.sum((rho1 * Ec**2)[dev.well]) / GAP
print(f"nonparabolicity scale at EF: {nonpar*1e3:.3f} meV")
print(f"first subband outside the well: {100*rho1[~dev.well].sum():.3f} %")
doped = dev.donors > 0
for V in (0.0, 0.2):
    edge = (dev.step - results[4.2, V].phi)[doped].min()
    print(f"lowest Ec-EF in doped layer, Vg {V:+.1f}: {edge*1e3:.1f} meV")
rydberg = sc.physical_constants['Rydberg constant times hc in eV'][0]
print(f"hydrogenic donor binding in barrier: {rydberg*M_BAR/EPS_BAR**2*1e3:.2f} meV")
front = z < WELL_A
wkb = 2 * h * np.sum(np.sqrt(M_BAR * np.maximum(Ec[front] - r.E[0], 0) / HB2))
print(f"WKB exponent, well to gate: {wkb:.1f}")
print(f"largest field: {np.abs(np.diff(r.phi)).max()/h*10:.3f} MV/cm")
fine = build(0.25)
phi_f = trellakis(fine, 0.0, T)[0]
ns_f = density(fine, phi_f, T).sum() * fine.h
E_f = levels(fine, phi_f, T)[0]
assert abs(ns_f / r.ns - 1) < 0.01
print(f"grid 0.25 nm: ns {ns_f*1e3:.3f}e11 cm^-2, EF-E1 {-E_f[0]*1e3:.2f}, EF-E2 {-E_f[1]*1e3:.2f} meV")
print("OK")
```

Printed output:

```
layers nm: dope 30-40, well 48-78, end 100
masses well, barrier (m0): 0.067, 0.092; eps: 12.9, 12.0
band step 0.23 eV, gate barrier 0.9 eV, grid step 0.5 nm
donors 2.20e+18 cm^-3, sheet 2.20e+12 cm^-2
g0 = 2.799e+13 cm^-2/eV; kT at 4.2 K = 0.3619 meV
flat well E1: grid 4.9263 meV, matching 4.9452 meV
T(K) Vg(V) | ns(1e11 cm^-2) EF-E1 EF-E2 (meV)
  4.2 -0.2 | 3.342 11.94 -3.99
  4.2 -0.1 | 4.562 16.25 -0.71
  4.2 +0.0 | 5.801 19.85 0.85
  4.2 +0.1 | 7.051 23.33 1.86
  4.2 +0.2 | 8.308 26.88 2.81
 77.0 +0.0 | 5.825 17.44 -4.31
300.0 +0.0 | 6.176 -9.71 -39.18
T(K) Vg(V) | mu_1 mu_max alpha_limit | outer factor, its bound
  4.2 -0.2 | 22.57 22.60 0.0847 | -0.1518 0.9576
  4.2 -0.1 | 22.28 25.24 0.0762 | -0.1573 0.9619
  4.2 +0.0 | 22.03 44.41 0.0440 | +0.2449 0.9780
  4.2 +0.1 | 21.83 46.17 0.0424 | +0.2429 0.9788
  4.2 +0.2 | 21.68 46.02 0.0425 | +0.2231 0.9787
 77.0 +0.0 | 20.46 29.12 0.0664 | +0.0837 0.9668
300.0 +0.0 | 8.85 16.05 0.1173 | +0.0327 0.9414
Schrodinger solves to 10 uV: Trellakis | alpha=0.06 | alpha=0.8 limit
  4.2 -0.2 | 4 | 168 | 148
  4.2 -0.1 | 4 | 168 | 165
  4.2 +0.0 | 5 | none in 500 | 289
  4.2 +0.1 | 4 | none in 500 | 299
  4.2 +0.2 | 4 | none in 500 | 298
 77.0 +0.0 | 3 | 167 | 190
300.0 +0.0 | 3 | 163 | 103
Vg +0.0: rel. error of chi 8.3e-09, of outer map 1.5e-08
Vg +0.2: rel. error of chi 1.1e-09, of outer map 7.5e-09
mixing at 0.95 limit, 20 steps: error x 0.1216, theory 0.1216
mixing at 1.05 limit, 20 steps: error x 6.7275, theory 6.7275
predictor error / density change: shift 2.3e-13, tilt 0.218
Trellakis error (V), Vg=0, 4.2 K, solves 1-4: 1.7e-03 2.7e-04 5.8e-05 1.4e-05
same, solves 5-8: 3.5e-06 8.6e-07 2.1e-07 5.2e-08
inner Newton steps, solves 1-6: 9 5 4 3 3 3
mixing 0.8 limit error (V): 10:4.8e-01 50:5.6e-02 100:8.8e-03 200:2.4e-04
exchange shift of E1, E2: -7.72, -4.63 meV
nonparabolicity scale at EF: 0.856 meV
first subband outside the well: 1.792 %
lowest Ec-EF in doped layer, Vg +0.0: 77.2 meV
lowest Ec-EF in doped layer, Vg +0.2: 16.3 meV
hydrogenic donor binding in barrier: 8.69 meV
WKB exponent, well to gate: 88.1
largest field: 0.244 MV/cm
grid 0.25 nm: ns 5.799e11 cm^-2, EF-E1 19.85, EF-E2 0.83 meV
OK
```
